# Donor freeze-out with compensation: from half to full ionization energy

## First half: the carrier balance and its limits

**Q.** I am told that the electron density of an n-type semiconductor freezes out on cooling with an activation energy of half the donor ionization energy, and that this becomes the full ionization energy once the electron density drops below the acceptor density. I doubt it. A donor level has one depth. How can the same level show two energies?

**A.** The depth of the level and the activation energy of the density are different quantities. The depth $E_D$ is the energy needed to lift one electron from a donor to the band edge. I take it as positive. The activation energy is read from a plot of $\ln n$ against $1/kT$, where $n$ is the density of free electrons, $k$ is Boltzmann's constant and $T$ is the temperature:

$$E_a=-\frac{d\ln n}{d(1/kT)}.$$

This is a property of the whole population of donors, acceptors and free electrons. Whether it equals $E_D$, half of it, or something else has to be worked out from the balance among them.

**Q.** Then say first what is in the crystal, and what you leave out.

**A.** There are $N_D$ donors per unit volume, all with the same depth $E_D$, and $N_A$ acceptors per unit volume, with $0<N_A<N_D$. The acceptor levels lie far below the donor level. Electrons that started on donors have dropped into them, so every acceptor is filled and carries charge $-e$. This is what partial compensation means: some donors have lost their electrons for good, and the rest can still supply the band. Holes in the valence band are neglected, which suits a wide gap. The donors do not influence one another, and the free electrons are dilute enough for Boltzmann statistics. Apart from the holes, which I leave out throughout, I shall return to the size of these errors when there are numbers to put in.

**Q.** How many donors are ionized at a given temperature? I would use the Fermi function at the donor energy.

**A.** The Fermi function treats each state as filled or empty independently of the others. A donor does not behave that way. It offers a bound state for either spin, but once one electron is bound, the repulsion between electrons keeps a second one from being bound at a comparable depth. So I count the states of the donor as a whole.

Let $\mu$ be the Fermi level measured from the band edge, negative when it lies in the gap. In equilibrium a state with $N$ electrons and energy $E$ has the weight $\exp[(\mu N-E)/kT]$. The empty donor has $N=0$ and $E=0$, so its weight is 1. A donor with one electron has $N=1$ and $E=-E_D$, so its weight is $\exp[(\mu+E_D)/kT]$, and there are $g=2$ such states, one for each spin. The doubly occupied donor is left out. The probability of being empty is its weight divided by the sum of all weights. An empty donor is an ionized one, so the density of ionized donors is

$$N_D^+=\frac{N_D}{1+g\,e^{(\mu+E_D)/kT}}.$$

The Fermi function would have given the same form with $g=1$. The factor 2 records that a bound electron has a choice of spin, which favours the neutral donor.

**Q.** The Fermi level is not something I measure. I want $n$.

**A.** Then we need a second relation between $n$ and $\mu$, and the band supplies it. Take a parabolic band of effective mass $m$, so that an electron of wave number $q$ has energy $\hbar^2q^2/2m$ above the edge. Per unit volume there are $2\cdot4\pi q^2dq/(2\pi)^3=q^2dq/\pi^2$ states between $q$ and $q+dq$, the 2 being for spin. With Boltzmann occupation,

$$n=\frac{e^{\mu/kT}}{\pi^2}\int_0^\infty q^2e^{-aq^2}dq,\qquad a=\frac{\hbar^2}{2mkT}.$$

The integral follows from $\int_0^\infty e^{-aq^2}dq=\tfrac12\sqrt{\pi/a}$. Differentiating both sides with respect to $a$ and changing the sign gives $\int_0^\infty q^2e^{-aq^2}dq=\sqrt\pi/(4a^{3/2})$. Hence

$$n=\frac{e^{\mu/kT}}{4\pi^{3/2}}\left(\frac{2mkT}{\hbar^2}\right)^{3/2}=N_c\,e^{\mu/kT},\qquad N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.$$

The two prefactors agree because $2/(4\pi)^{3/2}=1/(4\pi^{3/2})$. The quantity $N_c$ is the effective density of states of the band. It grows as $T^{3/2}$.

**Q.** What exactly does "dilute enough" require?

**A.** The true occupation of a band state is $1/(e^x+1)$ with $x=(E-\mu)/kT$. For large $x$ this is $e^{-x}-e^{-2x}$ plus smaller terms. The first term gave the result above. The second has $e^{2\mu/kT}$ in front and $2a$ in place of $a$ in the integral, which divides it by $2^{3/2}$. So

$$n\approx N_c\left(z-\frac{z^2}{2^{3/2}}\right),\qquad z=e^{\mu/kT}.$$

To leading order the relative error of the Boltzmann form at given $\mu$ is therefore $n/(2^{3/2}N_c)$. The condition is $n\ll N_c$, which is the nondegenerate regime.

**Q.** Now the acceptors. If they are all filled and do nothing further, why should they matter to the freezing of electrons on donors?

**A.** They matter through charge neutrality. The positive charge sits on ionized donors, and the negative charge on free electrons and filled acceptors. In a region without net charge

$$n+N_A=N_D^+.$$

So the number of empty donors is not the number of free electrons. It exceeds it by $N_A$.

Now eliminate $\mu$. From the band relation, $e^{\mu/kT}=n/N_c$. Put this into the donor formula:

$$g\,e^{(\mu+E_D)/kT}=\frac{g\,n}{N_c}\,e^{E_D/kT}=\frac{n}{n_1},\qquad n_1=\frac{N_c}{g}\,e^{-E_D/kT}.$$

The density $n_1$ gathers everything that depends on temperature. Neutrality becomes

$$n+N_A=\frac{N_D}{1+n/n_1}=\frac{N_Dn_1}{n_1+n}.$$

Multiply by $n_1+n$ and write out the left side:

$$n\,n_1+n^2+N_An_1+N_An=N_Dn_1.$$

Keep the terms without $n_1$ on the left and move the others to the right:

$$n(n+N_A)=n_1(N_D-N_A-n).$$

Collected in powers of $n$, this is the freeze-out quadratic,

$$n^2+(N_A+n_1)\,n-n_1(N_D-N_A)=0.$$

**Q.** A quadratic has two roots. Which one is the electron density?

**A.** Write $M=N_D-N_A$ for the net doping, which is positive. The product of the two roots is the constant term, $-n_1M$, which is negative. So one root is positive and one negative, and a density must be positive:

$$n=\frac{-b+\sqrt{b^2+4n_1M}}{2},\qquad b=N_A+n_1.$$

When $n_1$ is small this subtracts two nearly equal numbers, which loses digits in a calculation. Multiplying numerator and denominator by $b+\sqrt{b^2+4n_1M}$ turns the numerator into $4n_1M$, and then

$$n=\frac{2n_1M}{b+\sqrt{b^2+4n_1M}}.$$

The root also lies below $M$, as it must if the band cannot receive more electrons than the donors have left to give. At $n=M$ the left side of the quadratic equals $M^2+N_AM=MN_D$, which is positive, whereas at $n=0$ it is negative. The positive root lies between.

**Q.** I can follow the algebra, but what does the equation say?

**A.** Divide it by $M-n$:

$$\frac{n\,(n+N_A)}{N_D-N_A-n}=n_1.$$

The factor $n+N_A$ is the density of empty donors. The denominator is $N_D-N_D^+$, the density of neutral donors. This is the mass-action law of the reaction "neutral donor gives ionized donor plus free electron". The product of the densities on one side, divided by the density on the other, depends on temperature alone.

It also tells us the direction of change. As $n$ grows from 0 to $M$, the numerator rises and the denominator falls, so the left side increases steadily. A larger $n_1$ therefore means a larger $n$. Since both $N_c$ and $e^{-E_D/kT}$ fall on cooling, $n_1$ falls, and $n$ falls with it.

**Q.** Start at the warm end. Where is the half?

**A.** When $n_1$ is much larger than $N_D$, the denominator must be small, so $n$ approaches $M=N_D-N_A$. The donors are exhausted, and the density hardly depends on temperature. Neither half nor full energy is seen there.

Cool until most donors are neutral, so that $n\ll N_D$, but suppose that the acceptors are so few that still $n\gg N_A$. Then $n+N_A\approx n$, and since $N_A\ll n\ll N_D$ the denominator is close to $N_D$. The law reduces to $n^2\approx n_1N_D$, or

$$n\approx\sqrt{n_1N_D}=\sqrt{\frac{N_cN_D}{g}}\;e^{-E_D/2kT}.$$

The exponent contains half the ionization energy.

**Q.** And when the density has fallen below the acceptor density?

**A.** Then $n+N_A\approx N_A$. If $n$ is also small compared with the net doping $M$, the denominator is close to $M$, and

$$n\approx n_1\frac{N_D-N_A}{N_A}=\frac{N_c}{g}\,\frac{N_D-N_A}{N_A}\;e^{-E_D/kT}.$$

The exponent now contains the full ionization energy. The second condition, $n\ll M$, follows from the first when compensation is weak. It has to be stated separately when $N_A$ is close to $N_D$, because then $M$ is itself much smaller than $N_A$.

**Q.** So the difference is that $n$ appears squared in one case and once in the other. Is there a reason for that which does not rest on algebra?

**A.** Think of the rate at which free electrons are recaptured. An electron needs an empty donor to fall into, so the rate is proportional to $n$ times the density of empty donors. Thermal release is proportional to the density of neutral donors, which is nearly constant when few are ionized. In equilibrium the two rates balance.

With hardly any acceptors, each empty donor has been made by releasing one electron. Cut the release rate by a factor of 100. If $n$ falls by 10, the number of empty donors also falls by 10, and recapture has dropped by the required 100. The density responds as the square root of the release factor, and a square root halves an exponent.

With $n\ll N_A$, the empty donors are those that gave their electrons to acceptors. Their number stays at $N_A$ however cold it is. A release rate cut by 100 must then be matched by $n$ alone, which falls by 100. The exponent passes to $n$ undivided.

**Q.** Could I see the same thing in the Fermi level?

**A.** Yes, from $\mu=kT\ln(n/N_c)$. In the window $N_A\ll n\ll N_D$,

$$\mu\approx-\frac{E_D}{2}+\frac{kT}{2}\ln\frac{N_D}{gN_c},$$

which lies about midway between the donor level and the band edge, apart from the term in $kT$. For $n\ll N_A$ and $n\ll M$,

$$\mu\approx-E_D+kT\ln\frac{N_D-N_A}{gN_A}.$$

Here the Fermi level tends to the donor level itself as $T\to0$. It has to, because the donors stay partly filled: at least a fraction $N_A/N_D$ of them is empty at any temperature, and a level can be partly filled in the cold limit only if the Fermi level meets it there.

**Q.** What if there are no acceptors at all? Does the full energy ever appear?

**A.** Not in this model. With $N_A=0$ the law is $n^2=n_1(N_D-n)$, and on cooling it goes over into $n^2\approx n_1N_D$ and stays there. With any nonzero $N_A$, on the other hand, $n$ tends to zero with $n_1$ and so must at some temperature fall below $N_A$. The full energy is then the true low-temperature limit, and the half energy belongs to an intermediate range, if that range exists. It needs room between $N_A$ and $N_D$, and a heavily compensated crystal has none.

## Second half: between the limits, and a worked case

**Q.** Let me restate what I accept. The densities of donors, filled acceptors and free electrons are $N_D$, $N_A$ and $n$, and $M=N_D-N_A$. The donor depth is $E_D$, with spin factor $g=2$, and $N_c\propto T^{3/2}$ is the effective density of states. The density obeys

$$\frac{n(n+N_A)}{M-n}=n_1,\qquad n_1=\frac{N_c}{g}e^{-E_D/kT},$$

and it falls on cooling. The exponent of $n$ contains $E_D/2$ for $N_A\ll n\ll N_D$, and $E_D$ for $n\ll N_A$ and $n\ll M$. But these are limits. What happens between them?

**A.** Take the logarithm of the law,

$$\ln n+\ln(n+N_A)-\ln(M-n)=\ln n_1,$$

and differentiate at fixed doping. The third term gives $+dn/(M-n)$, because the minus sign in front meets the minus sign of $-n$:

$$\frac{dn}{n}+\frac{dn}{n+N_A}+\frac{dn}{M-n}=d\ln n_1.$$

Now write $dn=n\,d\ln n$ and solve for the ratio:

$$s\equiv\frac{d\ln n}{d\ln n_1}=\frac{1}{1+\dfrac{n}{n+N_A}+\dfrac{n}{M-n}}.$$

The number $s$ is the fraction of the ionization energy that appears in the density. For $n\ll N_A$ and $n\ll M$ both fractions in the denominator vanish and $s\to1$. In the window the first is near 1 and the second near 0, so $s\approx1/2$. Near exhaustion the second grows without limit and $s\to0$.

**Q.** But I plot $\ln n$ against $1/kT$, not against $\ln n_1$.

**A.** Then the factor $T^{3/2}$ in $N_c$ enters too. Let $\beta=1/kT$. Apart from constants, $\ln n_1=-\tfrac32\ln\beta-\beta E_D$, so

$$-\frac{d\ln n_1}{d\beta}=\frac{3}{2\beta}+E_D=E_D+\tfrac32kT.$$

By the chain rule the slope of your plot is

$$E_a=-\frac{d\ln n}{d(1/kT)}=s\left(E_D+\tfrac32kT\right).$$

The statement about half and full energy concerns $sE_D$, the part that comes from the exponential. The rest can be removed by plotting $\ln(n/T^{3/2})$ where $s\approx1$, or $\ln(n/T^{3/4})$ where $s\approx1/2$.

**Q.** Does $s$ rise all the way as the crystal cools, or could it turn back?

**A.** It rises all the way. The derivatives of the two fractions with respect to $n$ are

$$\frac{d}{dn}\frac{n}{n+N_A}=\frac{N_A}{(n+N_A)^2},\qquad\frac{d}{dn}\frac{n}{M-n}=\frac{M}{(M-n)^2},$$

and both are positive. So $s$ falls as $n$ grows, and $n$ falls on cooling. The same cannot be promised for $E_a$, since its factor $E_D+\tfrac32kT$ shrinks on cooling.

**Q.** The claim I was given puts the change at $n=N_A$. Is the energy half or full there?

**A.** Neither. When $n\ll N_D$ and $N_A\ll N_D$, the last fraction is negligible and

$$s\approx\frac{n+N_A}{2n+N_A}.$$

At $n=N_A$ this is $2/3$. It is $11/12\approx0.92$ at $n=N_A/10$ and $11/21\approx0.52$ at $n=10N_A$. The change is gradual and takes about two decades in density. The acceptor density lies near the middle of this change and does not mark a switch.

The mass-action law also says when this density is reached. Setting $n=N_A$ gives

$$n_1=\frac{N_A\cdot2N_A}{N_D-2N_A}.$$

This is positive if $N_A<N_D/2$. With more acceptors than that, $M<N_A$, and the free density is below $N_A$ at every temperature.

**Q.** You say the half energy belongs to a window. Is there a flat stretch at $1/2$, or does $s$ merely pass through that value on its way from 0 to 1?

**A.** It depends on the compensation. First find the point. Setting $s=1/2$ requires the two fractions to add up to 1:

$$\frac{n}{M-n}=1-\frac{n}{n+N_A}=\frac{N_A}{n+N_A}.$$

Cross-multiplying gives $n(n+N_A)=N_A(M-n)$. Compared with the mass-action law, this says $n_1=N_A$. Collecting terms, $n^2+2N_An=N_AM$. Add $N_A^2$ to both sides and use $M+N_A=N_D$:

$$(n+N_A)^2=N_AN_D,\qquad n=\sqrt{N_AN_D}-N_A.$$

To see how flat $s$ is there, set $r=\sqrt{N_A/N_D}$. Then $N_A=N_Dr^2$ and $M=N_D(1-r^2)$, and at this point

$$n=N_Dr(1-r),\qquad n+N_A=N_Dr,\qquad M-n=N_D(1-r).$$

Multiply the two derivatives found above by $n$ to get derivatives with respect to $\ln n$. The first becomes $r(1-r)r^2/r^2=r(1-r)$. The second becomes $r(1-r)(1-r^2)/(1-r)^2=r(1+r)$. Their sum is $2r$. Since $s$ is the reciprocal of the denominator, its change is $-s^2$ times the change of the denominator, and

$$\frac{ds}{d\ln n}=-\frac14\cdot2r=-\frac12\sqrt{\frac{N_A}{N_D}}.$$

A flat stretch therefore needs $\sqrt{N_A/N_D}\ll1$, which is more demanding than $N_A\ll N_D$. The half-energy point lies above $n=N_A$ if $r(1-r)>r^2$, that is $r<1/2$ or $N_A<N_D/4$. With stronger compensation the density is already below $N_A$ when $s$ passes through $1/2$, and the claim as you were given it fails.

**Q.** How wide is the window in practice?

**A.** Let it be the range with $0.45<s<0.55$. For weak compensation the lower edge is where $n/(n+N_A)=1/0.55-1=0.818$, so $n=4.5N_A$. At the upper edge $n/(n+N_A)\approx1$ and $n/(M-n)=1/0.45-2=0.222$, so $n\approx0.18N_D$. The window then spans a factor of about $0.04N_D/N_A$. Finding the edges numerically from the full formula for $s$ gives 4.61 decades of density for $N_A/N_D=10^{-6}$, 2.61 for $10^{-4}$, and 0.77 for $10^{-2}$. At one percent compensation the half-energy law is a short stretch of a bending curve.

**Q.** Put in numbers for a power-device material.

**A.** I take rough values for lightly compensated silicon-doped $\beta$-gallium oxide: $E_D=45$ meV, $m=0.28$ electron masses, relative permittivity 10, $N_D=10^{17}$ cm$^{-3}$ and $N_A=10^{15}$ cm$^{-3}$. The net doping is $M=9.9\times10^{16}$ cm$^{-3}$.

At 60 K, $kT=5.17$ meV and $N_c=3.325\times10^{17}$ cm$^{-3}$. The exponent is $45/5.17=8.70$, so

$$n_1=\frac{3.325\times10^{17}}{2}\,e^{-8.70}\approx2.76\times10^{13}\ \text{cm}^{-3}.$$

Then $b=N_A+n_1=1.028\times10^{15}$ cm$^{-3}$, and $\sqrt{b^2+4n_1M}=3.46\times10^{15}$ cm$^{-3}$. The root is

$$n=\frac{2(2.76\times10^{13})(9.9\times10^{16})}{1.028\times10^{15}+3.46\times10^{15}}\approx1.22\times10^{15}\ \text{cm}^{-3}.$$

This is a little above $N_A$. The two fractions are $1.22/2.22=0.549$ and $1.22/97.8=0.012$, so $s=1/1.561=0.64$. The exponential part of the activation energy is $0.64\times45=29$ meV, and the slope of the plot is $0.64\times(45+7.8)=34$ meV. The same steps at other temperatures give this table:

| $T$ (K) | $n$ (cm$^{-3}$) | $s$ | $E_a$ (meV) |
|---|---|---|---|
| 30 | $1.60\times10^{11}$ | 1.00 | 48.9 |
| 40 | $1.88\times10^{13}$ | 0.98 | 49.3 |
| 60 | $1.22\times10^{15}$ | 0.64 | 33.8 |
| 80 | $5.44\times10^{15}$ | 0.53 | 29.1 |
| 120 | $2.12\times10^{16}$ | 0.45 | 27.2 |
| 200 | $5.60\times10^{16}$ | 0.30 | 21.6 |
| 300 | $7.94\times10^{16}$ | 0.17 | 13.9 |
| 450 | $9.12\times10^{16}$ | 0.07 | 7.6 |

Solving for the temperature numerically, $n=N_A$ falls at 58 K, with $s=0.66$. The half-energy point $n_1=N_A$ falls at 91 K, where $n=9.0\times10^{15}$ cm$^{-3}$. There $\sqrt{n_1N_D}=10^{16}$ cm$^{-3}$, so the half-energy formula overestimates the density by 11%. At 30 K the full-energy formula is off by less than 0.1%.

**Q.** Your slope at 40 K is larger than the ionization energy, and it is larger than at 30 K. Did you not say that the energy rises on cooling?

**A.** I said that $s$ rises, and it does. Once $s$ is near 1, the slope is close to $E_D+\tfrac32kT$, which lies above $E_D$ and comes down towards it as $T$ falls. Between 40 and 30 K the loss in $\tfrac32kT$, 1.3 meV, outweighs the gain from $s$.

The same term matters at the other end. At 80 K, where $s$ is near one half, someone who doubled the slope to obtain the donor depth would find 58 meV instead of 45.

**Q.** Now the debts from the beginning. How wrong are these densities?

**A.** I compare each effect separately with the density of the model, all other settings held fixed, at 30, 58, 91, 300 and 450 K.

*Boltzmann statistics.* With the full Fermi function, integrated numerically and solved for neutrality, the density is at most 0.3% lower at these temperatures.

*Excited donor states.* In the hydrogen-like picture the ground state would have a depth of 38 meV and a Bohr radius of 1.9 nm, and the second shell a quarter of that depth, 9.5 meV. That shell has four orbital states at $45-9.5=35.5$ meV above the ground state, so $g$ becomes $2[1+4e^{-35.5\,\text{meV}/kT}]$. I stop there, because the size of the orbit grows as the square of the shell number: 7.6 nm for the second shell and 17 nm for the third, against 10.8 nm for half the mean donor spacing. The density drops by 13% at 300 K and by 2% at 91 K. The figure depends on where one stops: with the third shell included, the drop at 300 K would be 27%.

*A second bound electron.* In the hydrogen-like picture a neutral donor can bind a second electron, but only by about 0.055 of the ground-state depth, here 2 meV. Because most donors are neutral in the cold, even this weak binding counts. Including it as a single state lowers the density by 7% at 58 K and 5% at 91 K, and by less than 1% at 30 K and at 300 K.

*Charged neighbours.* The ionized donors have density $n+N_A$ and mean spacing $(n+N_A)^{-1/3}$. As a rough size, I lower the binding by the Coulomb energy of two unit charges at that distance. At 30 K the spacing is 100 nm and the lowering 1.4 meV. That is not small compared with $kT=2.6$ meV, and the density rises by 75%. The rise is 26% at 58 K and 4% at 300 K. This is the largest of the listed effects in the cold. In the full-energy limit the ionized density stays at $N_A$, so this estimate gives a constant lowering, and the plot would yield a depth smaller by that amount. But the estimate spreads the ionized donors evenly. In the cold they are found preferentially near the negative acceptors. This clustering also raises the density above that of the model and lowers the apparent depth, and at 30 K the estimate above is too low. The ionized donors then screen with a Debye length of about 38 nm, shorter than their spacing. The Coulomb energy at that distance is 3.8 meV, which would raise the density by a factor of about 4. Summing the Coulomb energies over randomly placed donors and acceptors gives a factor of about 3 from the shift of the Fermi level alone, and up to about 6 when the attraction of free electrons to ionized donors is counted. The apparent depth between 25 and 35 K is then lower by roughly 4 to 6 meV. In the coldest rows of the table the model density is therefore low by a factor of several for such a crystal.

*Mass.* A mass 10% larger raises $N_c$ by a factor $1.1^{3/2}=1.15$, and $n$ by 15% at 30 K and 2% at 300 K.

**Q.** And the acceptors that you declared full?

**A.** The Fermi level at 300 K is 99 meV below the band edge. Assume an acceptor level 800 meV below the edge. An acceptor is empty with a probability of at most $g_Ae^{-(800-99)\,\text{meV}/kT}$, where $g_A$ counts the states of the empty acceptor. With $g_A=4$ and $kT=25.9$ meV this is $7\times10^{-12}$. For such a deep level the assumption is safe.

**Q.** Would a real gallium oxide device show any of this?

**A.** The parameters are only rough, and the donor depth and the acceptor density vary from sample to sample. For these parameters the passage from half to full energy lies below about 100 K. A device that runs at room temperature or above does not reach it: at 300 K the free-electron density of the model is 80% of the net doping. The passage then matters for characterizing the material, not for running the device.

A power device that blocks a voltage also breaks the assumption of neutrality without a field. In a field $F$ the potential energy of an electron near an ionized donor is $-C/r-eFr$ on the downhill side, where $C$ is the Coulomb energy times distance. The lowering at 100 nm found above, 1.44 meV before rounding, gives $C=144$ meV nm. The barrier top is where $C/r^2=eF$, and it lies $2\sqrt{CeF}$ below the band edge. It reaches the donor level when $eF=E_D^2/4C=3.5$ meV/nm, which is 0.035 MV/cm. Blocking layers in this material are meant to hold fields of the order of MV/cm. There the donors are stripped and the quadratic does not apply. It describes neutral regions at low field.

In a cold measurement two more things intervene. Electrons can hop between donors without entering the band, and the mobility changes with temperature. The model sizes neither, so its slope should be compared with the density of electrons in the band, not with a conductivity. A Hall measurement gives that density reliably only where hopping carries a negligible part of the current. A second kind of donor would add its own term to the neutrality condition and change the curve.
